# How a Lattice-Constant Error Shifts the Computed Bulk Modulus: verification in Python

```python
"""
Result under test: along one energy curve E(V) the bulk modulus obeys
    (B(V) - B0)/B0 = -B' d + (B'^2 + B' + B0 B'')/2 d^2 + ...,  d = (V - V0)/V0,
and a method with energy error dE(V) has the equilibrium modulus
    B_new = B(V_new) + V_new dE''(V_new).
E: energy per atom (eV); V: volume per atom (angstrom^3); P = -dE/dV;
B = V d2E/dV2; B' = dB/dP and B'' = d2B/dP2 at zero pressure.
Model: fcc crystal with Morse pair energies, summed over the lattice.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import e as electron_charge

DEPTH = 0.3        # eV
ALPHA = 1.4        # 1/angstrom
PAIR_DISTANCE = 3.0  # angstrom
GPA = electron_charge * 1e30 / 1e9   # GPa per eV/angstrom^3

# fcc shells: integer vectors with even sum, in units of a/2
n = np.arange(-12, 13)
x, y, z = np.meshgrid(n, n, n, indexing="ij")
squares = (x**2 + y**2 + z**2)[((x + y + z) % 2 == 0)]
squares, counts = np.unique(squares[squares > 0], return_counts=True)
shell_radius = np.sqrt(squares) / 2.0   # in units of a


def boltz(V):
    """exp(-alpha (r - r0)) for all shells at volume V per atom."""
    a = (4.0 * V) ** (1.0 / 3.0)
    return np.exp(-ALPHA * (a * shell_radius - PAIR_DISTANCE))


def attraction(V):
    """Magnitude of the attractive energy per atom."""
    return 0.5 * DEPTH * np.sum(counts * 2.0 * boltz(V))


def energy(V):
    q = boltz(V)
    return 0.5 * DEPTH * np.sum(counts * (q**2 - 2.0 * q))


def slope(curve, V):
    h = 0.005 * V
    return (curve(V - 2*h) - 8*curve(V - h) + 8*curve(V + h)
            - curve(V + 2*h)) / (12*h)


def curvature(curve, V):
    h = 0.005 * V
    return (-curve(V - 2*h) + 16*curve(V - h) - 30*curve(V)
            + 16*curve(V + h) - curve(V + 2*h)) / (12*h*h)


def modulus(curve, V):
    return V * curvature(curve, V)


def equilibrium(curve, low, high):
    return brentq(lambda V: slope(curve, V), low, high, xtol=1e-12)


# Reference crystal
V0 = equilibrium(energy, 3.3**3 / 4, 4.6**3 / 4)
a0 = (4 * V0) ** (1 / 3)
B0 = modulus(energy, V0)


def relaxed(curve):
    return equilibrium(curve, 0.9 * V0, 1.1 * V0)


# Pressure derivatives from re-equilibration under small pressures
step = 0.002 * B0
B_plus = modulus(energy, relaxed(lambda V: energy(V) + step * V))
B_minus = modulus(energy, relaxed(lambda V: energy(V) - step * V))
Bp = (B_plus - B_minus) / (2 * step)
Bpp = (B_plus - 2 * B0 + B_minus) / step**2
quadratic = 0.5 * (Bp**2 + Bp + B0 * Bpp)


def shift_along_curve(d):
    return modulus(energy, V0 * (1 + d)) / B0 - 1


# First-order law: remainder must fall by about 4 when d is halved
remainder_1 = shift_along_curve(0.01) + Bp * 0.01
remainder_2 = shift_along_curve(0.005) + Bp * 0.005
assert abs(remainder_1) < 0.1 * Bp * 0.01
assert 3.5 < remainder_1 / remainder_2 < 4.5
# Second-order coefficient: only a cubic remainder may be left
assert abs(remainder_1 - quadratic * 0.01**2) < 1e-4

# Three energy errors, each giving a lattice constant 1 percent too large
eta = 0.01
stretch = (1 + eta) ** 3
delta = stretch - 1
V_target = V0 * stretch
p_error = slope(energy, V_target)
weakening = -slope(energy, V_target) / slope(attraction, V_target)
error_terms = {
    "constant pressure": lambda V: -p_error * V,
    "weaker attraction": lambda V: weakening * attraction(V),
    "volume stretch": lambda V: energy(V / stretch) - energy(V),
}
new_curves = {
    "constant pressure": lambda V: energy(V) - p_error * V,
    "weaker attraction": lambda V: energy(V) + weakening * attraction(V),
    "volume stretch": lambda V: energy(V / stretch),
}
results = {}
for name, curve in new_curves.items():
    V_new = relaxed(curve)
    assert abs((V_new / V0) ** (1 / 3) - 1 - eta) < 1e-7
    B_new = modulus(curve, V_new)
    along = modulus(energy, V_new) / B0 - 1
    bend = V_new * curvature(error_terms[name], V_new) / B0
    assert abs(B_new / B0 - 1 - along - bend) < 1e-7
    results[name] = (B_new, B_new / B0 - 1, along, bend)

first_order = -Bp * delta
second_order = first_order + quadratic * delta**2
constant_Bp = (1 + delta) ** (-Bp) - 1
actual = results["constant pressure"][1]
assert abs(actual - first_order) < 0.15 * abs(first_order)
assert abs(actual - second_order) < 2e-3
assert abs(results["constant pressure"][3]) < 1e-7
assert results["weaker attraction"][3] > 0
assert abs(results["volume stretch"][1] - (1 / stretch - 1)) < 1e-6

# First-order formulas for a general small energy error
small = 1e-3
small_curve = lambda V: energy(V) + small * attraction(V)
V_small = relaxed(small_curve)
d_formula = -small * slope(attraction, V0) / B0
shift_formula = -Bp * d_formula + V0 * small * curvature(attraction, V0) / B0
d_small = V_small / V0 - 1
shift_small = modulus(small_curve, V_small) / B0 - 1
assert abs(d_small - d_formula) < 1e-5
assert abs(shift_small - shift_formula) < 2e-5

print(f"Morse depth: {DEPTH:.1f} eV")
print(f"Morse inverse range: {ALPHA:.1f} 1/angstrom")
print(f"Morse pair distance: {PAIR_DISTANCE:.1f} angstrom")
print(f"equilibrium lattice constant a0: {a0:.4f} angstrom")
print(f"equilibrium volume per atom V0: {V0:.4f} angstrom^3")
print(f"energy per atom at V0: {energy(V0):.4f} eV")
print(f"B0: {B0:.5f} eV/angstrom^3 = {B0 * GPA:.2f} GPa")
print(f"B' (dimensionless): {Bp:.4f}")
print(f"B0*B'' (dimensionless): {B0 * Bpp:.3f}")
print(f"second-order coefficient (dimensionless): {quadratic:.3f}")
print(f"lattice-constant error: {100 * eta:.1f} percent")
print(f"volume error: {100 * delta:.4f} percent")
print(f"first-order shift -B'*delta: {100 * first_order:.2f} percent")
print(f"second-order shift: {100 * second_order:.2f} percent")
print(f"shift if B' were constant: {100 * constant_Bp:.2f} percent")
for trial in (4, 5):
    print(f"first-order shift for B'={trial}: {-100 * trial * delta:.2f} percent")
print(f"remainder of first-order law, delta=0.01: {remainder_1:.3e}")
print(f"remainder of first-order law, delta=0.005: {remainder_2:.3e}")
print(f"ratio of remainders: {remainder_1 / remainder_2:.3f}")
print(f"pressure error p: {p_error:.5f} eV/angstrom^3")
print(f"weakening of attraction: {100 * weakening:.3f} percent")
for name, (B_new, total, along, bend) in results.items():
    print(f"{name}: new modulus {B_new:.5f} eV/angstrom^3")
    print(f"  total shift: {100 * total:.2f} percent")
    print(f"  part along reference curve: {100 * along:.2f} percent")
    print(f"  curvature part: {100 * bend + 0.0:.2f} percent")
dB = results["constant pressure"][0] - B0
print(f"modulus change, constant pressure: {dB:.5f} eV/angstrom^3"
      f" = {dB * GPA:.2f} GPa")
print(f"0.1 percent weaker attraction, volume error: {100 * d_small:.4f}"
      f" percent (formula {100 * d_formula:.4f})")
print(f"0.1 percent weaker attraction, modulus shift: {100 * shift_small:.4f}"
      f" percent (formula {100 * shift_formula:.4f})")
print("OK")
```

Running it gives:

```
Morse depth: 0.3 eV
Morse inverse range: 1.4 1/angstrom
Morse pair distance: 3.0 angstrom
equilibrium lattice constant a0: 3.9010 angstrom
equilibrium volume per atom V0: 14.8413 angstrom^3
energy per atom at V0: -2.7712 eV
B0: 0.65736 eV/angstrom^3 = 105.32 GPa
B' (dimensionless): 5.0274
B0*B'' (dimensionless): -7.682
second-order coefficient (dimensionless): 11.310
lattice-constant error: 1.0 percent
volume error: 3.0301 percent
first-order shift -B'*delta: -15.23 percent
second-order shift: -14.20 percent
shift if B' were constant: -13.94 percent
first-order shift for B'=4: -12.12 percent
first-order shift for B'=5: -15.15 percent
remainder of first-order law, delta=0.01: 1.113e-03
remainder of first-order law, delta=0.005: 2.807e-04
ratio of remainders: 3.965
pressure error p: 0.01820 eV/angstrom^3
weakening of attraction: 3.043 percent
constant pressure: new modulus 0.56371 eV/angstrom^3
  total shift: -14.25 percent
  part along reference curve: -14.25 percent
  curvature part: -0.00 percent
weaker attraction: new modulus 0.60515 eV/angstrom^3
  total shift: -7.94 percent
  part along reference curve: -14.25 percent
  curvature part: 6.30 percent
volume stretch: new modulus 0.63802 eV/angstrom^3
  total shift: -2.94 percent
  part along reference curve: -14.25 percent
  curvature part: 11.30 percent
modulus change, constant pressure: -0.09364 eV/angstrom^3 = -15.00 GPa
0.1 percent weaker attraction, volume error: 0.0974 percent (formula 0.0974)
0.1 percent weaker attraction, modulus shift: -0.2683 percent (formula -0.2686)
OK
```
